\section*{Pair function and interaction energy of the filled lowest Landau level}

\section{Problem}

Electrons of charge $-e$ and mass $m$ move in a plane, in a uniform magnetic field of strength $B$ perpendicular to it. They repel each other with the energy $e^2/r$. A rigid, uniform positive background in the same plane makes the system neutral. All spins are parallel, and each orbital of the lowest Landau level holds one electron. The magnetic length $l$ and the cyclotron frequency $\omega_c$ are
\begin{equation}
l=\sqrt{\frac{\hbar c}{eB}},\qquad \omega_c=\frac{eB}{mc}.
\end{equation}
The pair function $g(r)$ is the density of ordered electron pairs at separation $r$, divided by the square of the electron density $n$.

\begin{enumerate}
\item[(a)] Find the orbitals of the lowest level and the density $n$ of the filled level.
\item[(b)] Show that, far from any edge, $g(r)=1-e^{-r^2/(2l^2)}$.
\item[(c)] Show that the interaction energy per electron, background included, is $-\sqrt{\pi/8}\,e^2/l$. State when this is a good approximation to the interaction part of the energy.
\item[(d)] Evaluate the result for a model layer with $B=10$ T, effective mass $0.05$ electron masses and dielectric constant $\kappa=20$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Let the field point along $-\hat{\mathbf z}$. The lowest orbitals are then analytic functions of $z=x+iy$ times a Gaussian. To see this, build a lowering operator from the two components of the kinetic momentum.
\item The many-electron state is one Slater determinant. Its pair density needs no more than the sum $\rho(z,z')=\sum_k\varphi_k(z)\varphi_k^*(z')$, which is an exponential series.
\item The modulus of $\rho(z,z')$ depends on $|z-z'|$ alone, although the orbitals are centred on the origin.
\item Combine the electron--electron, electron--background and background--background energies before letting the system grow. Each diverges per electron, but their sum does not.
\item For the last part of (c), compare $e^2/l$ with the spacing of the Landau levels.
\end{enumerate}

\section{Solution}

\subsection{Orbitals and density}

With the field along $-\hat{\mathbf z}$ we take $\mathbf A=(B/2)(y,-x)$, since $\partial_xA_y-\partial_yA_x=-B$. The charge is $-e$, so the kinetic momentum is $\boldsymbol\pi=\mathbf p+e\mathbf A/c$. Using $eB/c=\hbar/l^2$,
\begin{equation}
\pi_x=-i\hbar\partial_x+\frac{\hbar y}{2l^2},\qquad
\pi_y=-i\hbar\partial_y-\frac{\hbar x}{2l^2}.
\end{equation}
Two cross terms contribute to the commutator:
\begin{equation}
[\pi_x,\pi_y]=\Big[-i\hbar\partial_x,-\frac{\hbar x}{2l^2}\Big]
+\Big[\frac{\hbar y}{2l^2},-i\hbar\partial_y\Big]
=\frac{i\hbar^2}{2l^2}+\frac{i\hbar^2}{2l^2}=\frac{i\hbar^2}{l^2}.
\end{equation}
Define $a=l(\pi_x+i\pi_y)/(\sqrt2\,\hbar)$. Then
\begin{align}
[a,a^\dagger]&=\frac{l^2}{2\hbar^2}(-2i)[\pi_x,\pi_y]=1,\\
a^\dagger a&=\frac{l^2}{2\hbar^2}\big(\pi_x^2+\pi_y^2+i[\pi_x,\pi_y]\big)
=\frac{l^2}{2\hbar^2}\boldsymbol\pi^2-\frac12 .
\end{align}
Since $\hbar^2/(ml^2)=\hbar\omega_c$, the kinetic energy is
\begin{equation}
\frac{\boldsymbol\pi^2}{2m}=\hbar\omega_c\Big(a^\dagger a+\frac12\Big).
\end{equation}
The lowest level has energy $\hbar\omega_c/2$ and consists of the functions with $a\varphi=0$. Because $y-ix=-iz$,
\begin{equation}
\pi_x+i\pi_y=-i\hbar\Big(\partial_x+i\partial_y+\frac{z}{2l^2}\Big).
\end{equation}
Write $\varphi=f\,e^{-|z|^2/(4l^2)}$. Acting on the Gaussian, $\partial_x+i\partial_y$ gives the factor $-z/(2l^2)$, which cancels the last term. What remains is $(\partial_x+i\partial_y)f=0$. These are the Cauchy--Riemann equations, so $f$ is an analytic function of $z$.

The powers $f=z^k$, $k=0,1,2,\dots$, give a convenient basis. Different powers are orthogonal because of their angular factors $e^{ik\theta}$. For the norm, substitute $t=r^2/(2l^2)$, so that $r\,dr=l^2dt$:
\begin{equation}
\int d^2r\,r^{2k}e^{-r^2/(2l^2)}=2\pi l^2(2l^2)^k\int_0^\infty t^ke^{-t}dt
=2\pi\,2^kk!\,l^{2k+2}.
\end{equation}
The normalized orbitals are therefore
\begin{equation}
\varphi_k(z)=\frac{z^k\,e^{-|z|^2/(4l^2)}}{l^{k+1}\sqrt{2\pi\,2^kk!}} .
\label{orbitals}
\end{equation}
Fill $k=0,\dots,N-1$. The density at radius $r$, again with $t=r^2/(2l^2)$, is
\begin{equation}
\sum_{k=0}^{N-1}|\varphi_k|^2=\frac{1}{2\pi l^2}\,e^{-t}\sum_{k=0}^{N-1}\frac{t^k}{k!}.
\end{equation}
At fixed $r$ the sum tends to $e^t$ as $N$ grows, and the density becomes uniform:
\begin{equation}
n=\frac{1}{2\pi l^2}.
\end{equation}
This is one electron per area $2\pi l^2$, the area through which one flux quantum $hc/e$ passes.

\subsection{Pair density of the determinant}

The orbital part of the state is
\begin{equation}
\Psi=\frac{1}{\sqrt{N!}}\sum_P\mathrm{sgn}(P)\prod_{i=1}^N\varphi_{P(i)}(z_i),
\end{equation}
where $P$ runs over the assignments of the $N$ orbitals to the $N$ electrons. The density of ordered pairs is
\begin{equation}
P_2(z_1,z_2)=N(N-1)\int|\Psi|^2\,d^2r_3\cdots d^2r_N .
\end{equation}
In $|\Psi|^2$ each assignment $P$ meets an assignment $Q$ from $\Psi^*$. By orthonormality, the integrals over electrons $3$ to $N$ vanish unless $P$ and $Q$ agree for all these electrons. Then either $Q=P$, with sign $+1$, or $Q$ differs from $P$ by exchange of the first two orbitals, with sign $-1$. For a given ordered pair of orbitals $k\neq k'$ on electrons 1 and 2, the others can be arranged in $(N-2)!$ ways. The prefactor is $N(N-1)(N-2)!/N!=1$, so
\begin{equation}
P_2=\sum_{k,k'}\Big[|\varphi_k(z_1)|^2|\varphi_{k'}(z_2)|^2
-\varphi_k(z_1)\varphi_k^*(z_2)\,\varphi_{k'}(z_2)\varphi_{k'}^*(z_1)\Big].
\end{equation}
The terms $k=k'$ may be included because the two parts cancel there. In terms of the density matrix,
\begin{equation}
P_2(z_1,z_2)=\rho(z_1,z_1)\rho(z_2,z_2)-|\rho(z_1,z_2)|^2 .
\label{wick}
\end{equation}

\subsection{The pair function}

For fixed positions and $N\to\infty$, the orbitals (\ref{orbitals}) give
\begin{align}
\rho(z,z')&=\frac{1}{2\pi l^2}\,e^{-(|z|^2+|z'|^2)/(4l^2)}
\sum_{k=0}^\infty\frac{1}{k!}\Big(\frac{zz'^*}{2l^2}\Big)^k\nonumber\\
&=n\exp\Big[\frac{zz'^*}{2l^2}-\frac{|z|^2+|z'|^2}{4l^2}\Big].
\label{rho}
\end{align}
Since $|e^w|^2=e^{2\,\mathrm{Re}\,w}$,
\begin{equation}
|\rho(z,z')|^2=n^2\exp\Big[-\frac{|z|^2+|z'|^2-2\,\mathrm{Re}(zz'^*)}{2l^2}\Big]
=n^2e^{-|z-z'|^2/(2l^2)} .
\end{equation}
The choice of origin survives in the phase of $\rho$ but not in its modulus. Dividing (\ref{wick}) by $n^2$ gives, with $r=|z-z'|$,
\begin{equation}
g(r)=1-e^{-r^2/(2l^2)} .
\label{g}
\end{equation}

At small separation $g\simeq r^2/(2l^2)$. This is the Pauli principle for parallel spins: the wave function vanishes linearly when two electrons meet, and its square quadratically. At large separation the correlation dies out as a Gaussian. The value $1/2$ is reached at $r=l\sqrt{2\ln2}=1.177\,l$; at $r=l$, $2l$ and $3l$ one has $g=0.393$, $0.865$ and $0.989$. The region of reduced density around an electron lacks the charge of one electron:
\begin{equation}
n\int d^2r\,[1-g(r)]=\frac{2\pi}{2\pi l^2}\int_0^\infty r\,e^{-r^2/(2l^2)}dr
=\frac{1}{l^2}\,l^2=1 .
\end{equation}

\subsection{The interaction energy}

Consider a large region of area $S=N/n$. In the interior the electron density equals the background density $n$. The electron--electron energy is half the integral of $P_2e^2/|\mathbf r-\mathbf r'|$. The electron--background energy carries $-n^2$ and the background's own energy $+n^2/2$, which together make $-n^2/2$. Hence
\begin{equation}
E_{\rm int}=\frac12\int\!\!\int d^2r\,d^2r'\,
\frac{e^2}{|\mathbf r-\mathbf r'|}\,\big[P_2(\mathbf r,\mathbf r')-n^2\big],
\end{equation}
apart from edge terms, whose decrease per electron is followed numerically in the second variation. The bracket is $n^2(g-1)$ and has short range, so one integration gives $S$. Dividing by $N=nS$,
\begin{align}
\frac{E_{\rm int}}{N}&=\frac n2\int d^2r\,\frac{e^2}{r}\,[g(r)-1]
=-\frac{1}{4\pi l^2}\,2\pi e^2\int_0^\infty e^{-r^2/(2l^2)}dr\nonumber\\
&=-\frac{e^2}{2l^2}\,l\sqrt{\frac{\pi}{2}}
=-\sqrt{\frac{\pi}{8}}\,\frac{e^2}{l}\simeq-0.6267\,\frac{e^2}{l}.
\label{energy}
\end{align}
The factor $r$ of the area element cancels the $1/r$ of the interaction. The energy is negative because each electron sits in a region from which other electrons are displaced while the positive background remains.

\subsection{Range of validity}

Equation (\ref{energy}) leaves out the kinetic energy $\hbar\omega_c/2$ per electron and the Zeeman energy. Its standing as an interaction energy follows from a count of states. On a disc with a circular background, the total angular momentum is conserved. In the lowest level it is $\hbar\sum k$, and for $N$ parallel spins the $k$ must all differ. The smallest possible sum, $N(N-1)/2$, belongs to one state alone, the determinant with $k=0,\dots,N-1$. If the electrons are confined to the lowest level, the interaction has no other state of this angular momentum to mix in. The determinant is then an exact eigenstate, and (\ref{energy}) is its interaction energy per electron in the large-$N$ limit.

With all Landau levels admitted, (\ref{energy}) is the first-order result. Higher orders mix in states that lie above by multiples of $\hbar\omega_c$, so the expansion parameter is
\begin{equation}
\frac{e^2/l}{\hbar\omega_c}=\frac{e^2}{l}\,\frac{ml^2}{\hbar^2}=\frac{l}{a_B},
\qquad a_B=\frac{\hbar^2}{me^2}.
\end{equation}
It falls as $B^{-1/2}$: the approximation is one of strong field. The second-order term lowers the energy, because the determinant has the lowest kinetic energy among the polarized states of its angular momentum.

The full spin polarization is an assumption. The interaction conserves the total spin projection, so the polarized determinant remains an eigenstate within the lowest level even if spins may turn. But the level then offers many other states at this density, with some spins reversed, and the count above does not decide whether one of them lies lower. The result also changes when the level is partly filled with correlated electrons, or when the layer thickness is comparable with $l$, which softens the repulsion at short distance.

\subsection{Numbers for the model layer}

The dielectric constant replaces $e^2$ by $e^2/\kappa$, and $m$ is the effective mass. For $B=10$ T ($10^5$ gauss) the magnetic length is $l=8.11$ nm, which does not depend on the mass. The density needed to fill the level is
\begin{equation}
n=\frac{1}{2\pi(8.11\times10^{-7}\ {\rm cm})^2}=2.42\times10^{11}\ {\rm cm}^{-2},
\end{equation}
and $g$ reaches one half at $1.177\times8.11$ nm $=9.55$ nm. The two energy scales are
\begin{equation}
\frac{e^2}{\kappa l}=8.87\ {\rm meV},\qquad \hbar\omega_c=23.15\ {\rm meV},
\qquad\text{ratio }0.38 .
\end{equation}
The interaction energy per electron is
\begin{equation}
\frac{E_{\rm int}}{N}=-0.6267\times8.87\ {\rm meV}=-5.56\ {\rm meV}.
\end{equation}
The kinetic energy is $23.15/2=11.58$ meV, and the sum of the two is $6.02$ meV per electron, without the Zeeman energy. The ratio $0.38$ is below one but not very small. Relative to the first-order interaction energy, the leading correction from level mixing is this ratio times a numerical coefficient not computed here. These numbers belong to the first-order model of a clean, fully polarized layer of zero thickness at zero temperature. For a real layer the thickness alone can change the leading digit: with the repulsion averaged over the lowest subband of an infinite square well, the first-order energy is about $-5.3$ meV for a width of 2 nm and $-4.7$ meV for 10 nm.

\section{Variation 1: the energy of a single orbital}

\textbf{Question.} How much interaction energy does it cost to take one electron out of orbital $k$ in the interior, the other electrons keeping their orbitals? Does the answer depend on $k$?

\textbf{Solution.} In the interior, and in the limit of large $N$, the direct repulsion by the filled level cancels against the background. (On a finite neutral disc with a sharp background edge, the edge layer leaves a net direct energy, about $-0.02\,e^2/l$ for the central orbital at $N=60$, which falls as $N^{-1/2}$.) What is lost is the exchange energy $-\sum_{k'}X_{kk'}$, with
\begin{equation}
X_{kk'}=\int\!\!\int d^2r\,d^2r'\,\varphi_k^*(z)\varphi_{k'}(z)
\frac{e^2}{|z-z'|}\varphi_{k'}^*(z')\varphi_k(z').
\label{X}
\end{equation}
The term $k'=k$ belongs to the sum because the direct repulsion by the whole level contains the same self-term. Summing over $k'$ produces $\rho(z,z')$, so we need
\begin{equation}
(K\varphi)(z)=\int d^2r'\,\rho(z,z')\,\frac{e^2}{|z-z'|}\,\varphi(z')
\end{equation}
for $\varphi=f(z)e^{-|z|^2/(4l^2)}$. Put $z'=z+w$. The exponents of $\rho$ and $\varphi$ add up to
\begin{equation}
-\frac{|z|^2}{4l^2}+\frac{(z-z')z'^*}{2l^2}
=-\frac{|z|^2}{4l^2}-\frac{wz^*}{2l^2}-\frac{|w|^2}{2l^2},
\end{equation}
and therefore
\begin{equation}
(K\varphi)(z)=n\,e^{-|z|^2/(4l^2)}\int d^2w\,\frac{e^2}{|w|}\,e^{-|w|^2/(2l^2)}
\Big[e^{-wz^*/(2l^2)}f(z+w)\Big].
\end{equation}
At fixed $z$ the bracket is an analytic function of $w$. Its average over a circle $|w|={}$const equals its value at the centre, $f(z)$. The radial integral is the one already met:
\begin{equation}
K\varphi=\varphi\;\frac{2\pi e^2}{2\pi l^2}\int_0^\infty e^{-w^2/(2l^2)}dw
=\sqrt{\frac{\pi}{2}}\,\frac{e^2}{l}\,\varphi .
\end{equation}
In the limit of large $N$ the removal costs $\sqrt{\pi/2}\,e^2/l=1.2533\,e^2/l$ of interaction energy for every interior orbital, and the interaction shifts the flat level without giving it a width. On a finite disc the direct remainder adds a small part that depends on $k$: at $N=60$ the cost is $1.276\,e^2/l$ for $k=0$ and $1.296\,e^2/l$ for $k=30$. The cost is twice the magnitude of (\ref{energy}), because a sum of orbital exchange energies counts each pair twice.

\section{Variation 2: a neutral disc of finite size}

\textbf{Question.} Let $N$ electrons fill $k=0,\dots,N-1$, and let the background be a disc of density $n$ with a sharp edge. How does the interaction energy per electron approach (\ref{energy})?

\textbf{Solution.} Neutrality requires $n\pi R^2=N$, so $R=\sqrt{2N}\,l$. Let $\delta n$ be the electron density minus the background density. Its electrostatic energy is simplest in Fourier space, where $e^2/r$ becomes $2\pi e^2/q$:
\begin{equation}
E_{\rm dir}=\frac12\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi e^2}{q}\,|\delta\tilde n(q)|^2
=\frac{e^2}{2}\int_0^\infty dq\,|\delta\tilde n(q)|^2\ge0 .
\end{equation}
The exchange energy is $E_{\rm x}=-\frac12\sum_{k,k'<N}X_{kk'}$. The product $\varphi_k^*\varphi_{k'}$ has the angular factor $e^{i(k'-k)\theta}$, so its Fourier transform is, up to a phase, a Bessel integral, and (\ref{X}) becomes
\begin{equation}
X_{kk'}=e^2\!\int_0^\infty\! dq\,F_{kk'}^2(q),\quad
F_{kk'}(q)=2\pi\!\int_0^\infty\! r\,dr\,|\varphi_k||\varphi_{k'}|\,J_{|k-k'|}(qr).
\end{equation}
All $X_{kk'}$ are positive. A finite disc lacks the partners with $k'\ge N$, so its exchange energy per electron lies above the bulk value. The direct energy is positive as well. The total therefore approaches (\ref{energy}) from above. Gauss--Legendre quadrature of these integrals gives, in units of $e^2/l$ per electron:

\begin{center}
\begin{tabular}{cccc}
$N$ & direct & exchange & total\\
15 & 0.0101 & $-0.5696$ & $-0.5595$\\
30 & 0.0072 & $-0.5860$ & $-0.5788$\\
60 & 0.0050 & $-0.5978$ & $-0.5927$
\end{tabular}
\end{center}

The direct energy per electron very nearly halves when $N$ grows fourfold. This is the behaviour of an edge energy: the perimeter grows as $N^{1/2}$, so its share per electron falls as $N^{-1/2}$. At $N=60$ the total still lies $0.034\,e^2/l$ above the bulk value, about $5\%$ of its magnitude. If the totals are assumed to follow $\varepsilon+\alpha N^{-1/2}+\beta N^{-1}$, the three unrounded totals fix $\varepsilon=-0.6269\,e^2/l$. The fit amplifies rounding errors: the four-decimal entries of the table give $-0.6271\,e^2/l$, so the unrounded result is used in what follows. This differs from $-\sqrt{\pi/8}\,e^2/l$ by $0.0003\,e^2/l$. The form of the expansion is a plausible assumption, not derived here, so agreement to all printed digits is not to be expected.
